# Onset of helical buckling in a long wire under tension and torque: a numerical check

```python
"""
Result under test: a long isotropic rod with bending stiffness B = E*I, under
tension T and twisting moment M, loses linear stability at M = 2*sqrt(B*T),
in a helical mode of wavenumber sqrt(T/B).
Symbols: s arclength, t unit tangent, u = t_x + i*t_y complex tilt,
F internal force, m internal moment, L length, E and G Young and shear moduli.
Tests use scaled units B = T = 1, in which the threshold is M = 2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, null_space

# --- Symbolic linearisation of the full moment balance -------------------
s, eps = sp.symbols("s epsilon", real=True)
B, M, T, k = sp.symbols("B M T k", positive=True)
fx, fy, dT, dM = sp.symbols("f_x f_y dT dM", real=True)
ux, uy = sp.Function("u_x")(s), sp.Function("u_y")(s)
tangent = sp.Matrix([eps*ux, eps*uy, sp.sqrt(1 - eps**2*(ux**2 + uy**2))])
moment = B*tangent.cross(tangent.diff(s)) + (M + eps*dM)*tangent
force = sp.Matrix([eps*fx, eps*fy, T + eps*dT])
balance = moment.diff(s) + tangent.cross(force)
linear = balance.diff(eps).subs(eps, 0).doit()
u = ux + sp.I*uy
claimed = sp.I*(B*u.diff(s, 2) - sp.I*M*u.diff(s) - T*u + fx + sp.I*fy)
assert sp.simplify(sp.expand(linear[0] + sp.I*linear[1] - claimed)) == 0
assert sp.simplify(linear[2]) == 0

# A helical tilt put into the linearised balance gives the quadratic in k.
helix = {ux: sp.cos(k*s), uy: sp.sin(k*s), fx: 0, fy: 0}
residual = (linear[0] + sp.I*linear[1]).subs(helix).doit()
quadratic = -sp.I*(B*k**2 - M*k + T)*(sp.cos(k*s) + sp.I*sp.sin(k*s))
assert sp.simplify(sp.expand(residual - quadratic)) == 0

# The moment balance along the tangent contains only the change of twist moment.
theta, psi, Q = [sp.Function(n)(s) for n in ("theta", "psi", "Q")]
tan2 = sp.Matrix([sp.sin(theta)*sp.cos(psi), sp.sin(theta)*sp.sin(psi),
                  sp.cos(theta)])
mom2 = B*tan2.cross(tan2.diff(s)) + Q*tan2
assert sp.simplify(sp.expand(mom2.diff(s).dot(tan2)) - Q.diff(s)) == 0


# --- Exact energy of a small helical wave packet -------------------------
def packet_energy(torque, length=60.0, amp=0.01, n=6000):
    """Exact energy change divided by amp^2*length/4, at fixed torque.
    The end rotation comes from twist-free transport of a cross-section arrow."""
    z = np.linspace(0, length, n + 1)
    tilt = amp*np.sin(np.pi*z/length)*np.exp(1j*z)
    t = np.column_stack([tilt.real, tilt.imag, np.sqrt(1 - abs(tilt)**2)])
    arrow = np.array([1.0, 0.0, 0.0])
    for a, b in zip(t[:-1], t[1:]):
        arrow = arrow - (arrow @ b)/(1 + a @ b)*(a + b)
    rotation = np.arctan2(arrow[1], arrow[0])
    dt = np.gradient(t, z, axis=0, edge_order=2)
    density = 0.5*np.sum(dt**2, axis=1) + 1 - t[:, 2]
    elastic = np.sum((density[1:] + density[:-1])/2*np.diff(z))
    return (elastic - torque*rotation)/(amp**2*length/4)


packet = {}
for torque in (1.9, 2.1):
    packet[torque] = packet_energy(torque)
    quadratic_value = 1 + (np.pi/60)**2 + 1 - torque
    assert abs(packet[torque] - quadratic_value) < 1e-3
assert packet[1.9] > 0 > packet[2.1]


# --- Finite rods: discretised second variation ---------------------------
def energy_matrices(length, n):
    """Stiffness and torque matrices for tilts that vanish at both ends."""
    h = length/(n + 1)
    stiff = (np.diag(np.full(n, 2/h**2 + 1))
             - np.diag(np.full(n - 1, 1/h**2), 1)
             - np.diag(np.full(n - 1, 1/h**2), -1))
    twist = (np.diag(np.full(n - 1, -0.5j/h), 1)
             + np.diag(np.full(n - 1, 0.5j/h), -1))
    return stiff, twist, h


def onset(length, aligned):
    """Smallest torque with a neutral mode, extrapolated from two meshes."""
    found = []
    for n in (199, 399):
        stiff, twist, _ = energy_matrices(length, n)
        if aligned:  # the ends stay on one line: the tilt sums to zero
            basis = null_space(np.ones((1, n)))
            stiff = basis.T @ stiff @ basis
            twist = basis.T @ twist @ basis
        top = len(stiff) - 1
        largest = eigh(twist, stiff, eigvals_only=True,
                       subset_by_index=[top, top])[0]
        found.append(1/largest)
    return (4*found[1] - found[0])/3


finite_rows = []
for length in (10.0, 20.0, 40.0):
    free, aligned = onset(length, False), onset(length, True)
    low = 2*np.sqrt(1 + (np.pi/length)**2)
    high = 2*np.sqrt(1 + (2*np.pi/length)**2)
    assert abs(free - low) < 1e-4
    assert low - 1e-4 < aligned < high + 1e-4
    finite_rows.append((length, free/2, aligned/2, low/2, high/2))

# --- Localised equilibrium below threshold: full nonlinear rod equations --
load = 0.9
a = np.sqrt(1 - load**2)
angle = 2*np.arcsin(a)
t0 = np.array([np.sin(angle), 0, np.cos(angle)])
dt0 = np.array([0, np.sin(angle)*2*load/(1 + np.cos(angle)), 0])
m0 = np.cross(t0, dt0) + 2*load*t0
pull = np.array([0, 0, 1.0])
path = solve_ivp(lambda z, y: np.concatenate([np.cross(y[3:], y[:3]),
                                              np.cross(pull, y[:3])]),
                 (0, 12), np.concatenate([t0, m0]), method="DOP853",
                 rtol=1e-12, atol=1e-13, t_eval=np.linspace(0, 12, 61))
assert path.success
half_sine = np.sqrt((1 - path.y[2])/2)
local_error = np.max(abs(half_sine - a/np.cosh(a*path.t)))
assert local_error < 1e-6

# --- Thermal tilt: matrix inverse against the infinite-rod formula --------
stiff, twist, h = energy_matrices(40.0, 399)
inverse = np.linalg.inv(stiff - 1.6*twist)
thermal_matrix = 2*inverse[199, 199].real/h
thermal_formula = 1/np.sqrt(1 - 1.6**2/4)
assert abs(thermal_matrix/thermal_formula - 1) < 0.01

# --- Example: silica nanofibre, rough typical values, SI inside -----------
E, G, radius, L, pull_N = 70e9, 30e9, 50e-9, 1e-3, 20e-9
density, surface_modulus, temperature = 2200.0, 10.0, 300.0
area = np.pi*radius**2
# section integral done in units of the radius to keep quadrature accurate
I = radius**4*quad(lambda x: 2*x*x*np.sqrt(1 - x*x), -1, 1)[0]
J = radius**4*quad(lambda r: 2*np.pi*r**3, 0, 1)[0]
bend = E*I
M_c = 2*np.sqrt(bend*pull_N)
k_c = np.sqrt(pull_N/bend)
stress = pull_N/area
shear_stress = M_c*radius/J
assert abs(shear_stress/(2*np.sqrt(E*stress)) - 1) < 1e-6
shear_strain = shear_stress/G
turns = M_c*L/(G*J)/(2*np.pi)
shift_low = np.sqrt(1 + (np.pi/(k_c*L))**2) - 1
shift_high = np.sqrt(1 + (2*np.pi/(k_c*L))**2) - 1
ring = surface_modulus*radius**3*quad(lambda p: np.sin(p)**2, 0, 2*np.pi)[0]
surface_shift = np.sqrt(1 + ring/bend) - 1
weight_slope = density*const.g*area*L/(2*pull_N)
near = 0.99
thermal_tilt = np.sqrt(const.k*temperature
                       / np.sqrt(bend*pull_N*(1 - near**2)))

print("TESTS (scaled units, B = T = 1, threshold M = 2)")
for torque in (1.9, 2.1):
    print(f"wave-packet energy / (amp^2 L/4), M={torque}: {packet[torque]:.4f}")
print("onset M/2: L, free end, aligned ends, lower bound, upper bound")
for row in finite_rows:
    print("  {:.0f}  {:.5f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"localised state at M/2=0.9, largest error: {local_error:.1e}")
print(f"thermal <|u|^2>/kT at M=1.6, matrix: {thermal_matrix:.4f}")
print(f"thermal <|u|^2>/kT at M=1.6, formula: {thermal_formula:.4f}")
print("EXAMPLE INPUTS (silica nanofibre, rough)")
print(f"Young modulus: {E/1e9:.0f} GPa")
print(f"shear modulus: {G/1e9:.0f} GPa")
print(f"diameter: {2*radius*1e9:.0f} nm")
print(f"length: {L*1e3:.0f} mm")
print(f"tension: {pull_N*1e9:.0f} nN")
print(f"density: {density:.0f} kg/m^3")
print(f"trial surface modulus: {surface_modulus:.0f} N/m")
print(f"temperature: {temperature:.0f} K")
print("EXAMPLE RESULTS")
print(f"second moment of area I: {I*1e36:.4e} nm^4")
print(f"bending stiffness EI: {bend*1e21:.2f} nN um^2")
print(f"critical moment: {M_c*1e15:.1f} nN um")
print(f"critical moment, converted: {M_c:.3e} N m")
print(f"critical wavenumber: {k_c*1e-6:.4f} 1/um")
print(f"helix pitch: {2*np.pi/k_c*1e6:.2f} um")
print(f"pitches in the length: {k_c*L/(2*np.pi):.1f}")
print(f"applied turns at onset: {turns:.1f}")
print(f"axial stress: {stress/1e6:.2f} MPa")
print(f"surface shear stress at onset: {shear_stress/1e9:.3f} GPa")
print(f"surface shear strain at onset: {100*shear_strain:.2f} %")
print("NEGLECTED EFFECTS")
print(f"finite length, free end, shift of M: {100*shift_low:.4f} %")
print(f"finite length, aligned, at most: {100*shift_high:.4f} %")
print(f"surface elasticity, shift of M: {100*surface_shift:.2f} %")
print(f"finite strain, order (shear strain)^2: {100*shear_strain**2:.3f} %")
print(f"transverse shear, order (k r)^2: {100*(k_c*radius)**2:.4f} %")
print(f"axial stretch: {100*stress/E:.4f} %")
print(f"end slope from weight, horizontal: {weight_slope:.1e} rad")
print(f"rms thermal tilt at 0.99 M_c: {np.degrees(thermal_tilt):.3f} deg")
for ratio in (0.9, 0.99, 0.999):
    peak = np.degrees(2*np.arcsin(np.sqrt(1 - ratio**2)))
    print(f"peak tilt of localised state at {ratio} M_c: {peak:.1f} deg")
print("finished without a failed check")
```

Printed output:

```
TESTS (scaled units, B = T = 1, threshold M = 2)
wave-packet energy / (amp^2 L/4), M=1.9: 0.1027
wave-packet energy / (amp^2 L/4), M=2.1: -0.0973
onset M/2: L, free end, aligned ends, lower bound, upper bound
  10  1.04819  1.04918  1.04819  1.18101
  20  1.01226  1.01241  1.01226  1.04819
  40  1.00308  1.00308  1.00308  1.01226
localised state at M/2=0.9, largest error: 1.6e-12
thermal <|u|^2>/kT at M=1.6, matrix: 1.6609
thermal <|u|^2>/kT at M=1.6, formula: 1.6667
EXAMPLE INPUTS (silica nanofibre, rough)
Young modulus: 70 GPa
shear modulus: 30 GPa
diameter: 100 nm
length: 1 mm
tension: 20 nN
density: 2200 kg/m^3
trial surface modulus: 10 N/m
temperature: 300 K
EXAMPLE RESULTS
second moment of area I: 4.9087e+06 nm^4
bending stiffness EI: 343.61 nN um^2
critical moment: 165.8 nN um
critical moment, converted: 1.658e-13 N m
critical wavenumber: 0.2413 1/um
helix pitch: 26.04 um
pitches in the length: 38.4
applied turns at onset: 89.6
axial stress: 2.55 MPa
surface shear stress at onset: 0.844 GPa
surface shear strain at onset: 2.81 %
NEGLECTED EFFECTS
finite length, free end, shift of M: 0.0085 %
finite length, aligned, at most: 0.0339 %
surface elasticity, shift of M: 0.57 %
finite strain, order (shear strain)^2: 0.079 %
transverse shear, order (k r)^2: 0.0146 %
axial stretch: 0.0036 %
end slope from weight, horizontal: 4.2e-06 rad
rms thermal tilt at 0.99 M_c: 0.034 deg
peak tilt of localised state at 0.9 M_c: 51.7 deg
peak tilt of localised state at 0.99 M_c: 16.2 deg
peak tilt of localised state at 0.999 M_c: 5.1 deg
finished without a failed check
```
